# Atomic polarizability from valence radius: sum rules and an oscillator model

**Question.** The static dipole polarizability of lithium is roughly \(160\,a_0^3\) and that of neon roughly \(2.7\,a_0^3\). It falls across the second and third rows of the periodic table and jumps back up at the next alkali. The ionization energy rises only about fourfold from Li to Ne, and neon has eight valence electrons against one. Why is the swing so large, and can an oscillator model built on valence binding energy and radius account for it?

**Answer.** An electron bound by a spring of frequency \(\omega\) has polarizability \(1/\omega^2\), so the question is what sets \(\omega\). It is not the ionization energy \(I\). Sum rules tie \(\omega\) to the valence radius, roughly as \(1/\langle r^2\rangle\), so \(\alpha\) goes roughly as the number of valence electrons times the fourth power of the radius, reduced by Pauli blocking as the \(p\) shell fills and by screening. Without these reductions the rule is too high by up to a factor of about three. The radius shrinks along a row, where electrons of one shell screen each other only partly, and is reset when a new shell opens. Atomic units, a fixed nucleus and nonrelativistic dynamics are used throughout.

*Oscillator strengths.* A field \(F\) along \(z\) adds \(+Fz\) to the energy of each electron. With \(\hat Z=\sum_j z_j\) and excitation energies \(\omega_n\), the second-order shift is \(-F^2\sum_n|\hat Z_{n0}|^2/\omega_n\). Equating it to \(-\tfrac12\alpha F^2\) gives
\[ \alpha=\sum_n \frac{f_n}{\omega_n^2},\qquad f_n=2\omega_n|\hat Z_{n0}|^2 . \]
Define \(S(k)=\sum f\omega^k\), so that \(\alpha=S(-2)\).

Take independent electrons in a spherical local potential, one for each spin, with orbitals \(u(r)Y_{lm}/r\) and an occupation \(f_i\in[0,1]\) shared equally by the \(m\) components of a subshell. With occupations held fixed the energy is \(\sum f_i\varepsilon_i(F)\), and parity forbids coupling within a subshell, so \(\alpha_0=\sum_i f_i\sum_{a}2|z_{ai}|^2/(\varepsilon_a-\varepsilon_i)\). Each pair of orbitals occurs twice with opposite denominators and combines into the weight \(f_i-f_a\), with \(i\) the lower level. The angular factor follows from \(|\langle l{+}1,m|\cos\theta|l,m\rangle|^2=[(l+1)^2-m^2]/[(2l+1)(2l+3)]\) and \(\sum_m m^2=l(l+1)(2l+1)/3\). The numerators sum to \((2l+1)(l+1)[(l+1)-l/3]=(2l+1)(l+1)(2l+3)/3\), so the sum over \(m\) is \(l_>/3\), with \(l_>\) the larger of the two \(l\). A radial pair \(k\) therefore carries
\[ f_k=2w_k\omega_k d_k^2,\qquad w_k=(f_i-f_a)\frac{l_>}{3},\qquad d_k=\int u_i\,r\,u_a\,dr . \]
Every dipole-connected level below an occupied one is assumed full, which holds for the ground states of Li to K. Then all \(f_k\ge0\). Let \(V\) be the pairs whose lower level lies in the valence shell, which holds \(N_v\) electrons.

*Two sums fixed by the ground state.* For \(h=p^2/2+v(r)\), \([h,z]=-ip_z\) and \([z,[h,z]]=-i\,[z,p_z]=1\). Also \([z,[h,z]]=2zhz-z^2h-hz^2\), whose expectation value in orbital \(i\) is \(2\sum_a(\varepsilon_a-\varepsilon_i)|z_{ai}|^2\). This sum equals 1 for each orbital (the Thomas–Reiche–Kuhn rule), so the upward transitions from \(i\) carry \(1+\sum_{b\,\text{below}}2(\varepsilon_i-\varepsilon_b)|z_{bi}|^2\). Insert this in \(S_V(0)=\sum_{i\in V}\sum_{a\,\text{above}}(f_i-f_a)\,2\omega|z_{ai}|^2\). A valence \(s\)–\(p\) pair appears with \(+f_p\) from the downward term of \(p\) and with \(-f_p\) from the blocking of \(s\to p\), and cancels. Only core partners \(c\) remain:
\[ S_V(0)=N_v+\sum_{i\in V,\;c}2f_i(\varepsilon_i-\varepsilon_c)\frac{l_>}{3}d_{ic}^2 . \]
For \(S_V(-1)=\sum(f_i-f_a)\,2|z_{ai}|^2\), closure gives \(\sum_{a\,\text{above}}|z_{ai}|^2=\langle z^2\rangle_i-\sum_{b\,\text{below}}|z_{bi}|^2\), and the average of \(\langle z^2\rangle\) over \(m\) is \(\langle r^2\rangle/3\). Both corrections are now negative, so the \(s\)–\(p\) pair counts twice and a core pair once. With \(\langle r^2\rangle\) the mean over valence electrons and sums running over both spins,
\[ S_V(-1)=\tfrac23N_v\langle r^2\rangle-\Pi,\qquad \Pi=2\sum_{sp}2f_p\,\tfrac13 d_{sp}^2+\sum_{i\in V,\;c}2f_i\frac{l_>}{3}d_{ic}^2 . \]
The Pauli term \(\Pi\) removes the transitions into occupied states.

*The oscillator.* Write \(f/\omega=\sqrt f\cdot\sqrt f/\omega\). The Cauchy–Schwarz inequality gives \(S_V(-1)^2\le S_V(0)S_V(-2)\). With \(\omega_1\) the smallest valence gap, \(f/\omega^2\le f/(\omega\,\omega_1)\) term by term. Hence
\[ \alpha_{\rm osc}\equiv\frac{S_V(-1)^2}{S_V(0)}=\frac{S_V(0)}{\omega_{\rm osc}^2}\;\le\;\alpha_{0,V}\;\le\;\frac{S_V(-1)}{\omega_1},\qquad \omega_{\rm osc}=\frac{S_V(0)}{S_V(-1)} . \]
Both bounds become equalities when all strength sits in the line at \(\omega_1\). Dropping the Pauli and core terms gives \(\omega_{\rm osc}=3/(2\langle r^2\rangle)\), the frequency of the isotropic oscillator whose ground state has that radius, and \(\alpha=\tfrac49N_v\langle r^2\rangle^2\), the Kirkwood form. Hydrogen has \(\langle r^2\rangle=3\), so \(S(-1)=2\), and with \(\omega_1=3/8\) the bounds \(4\) and \(16/3\) enclose the value \(9/2\). The bounds need not hold if some \(f_k<0\), as when an empty level lies below a filled partner. The sum rule needs a local potential and does not hold in this form with nonlocal exchange.

*Screening.* The induced density changes the potential. Let \(\delta v(r)\cos\theta\) be the total perturbation. First-order orbitals give \(\delta\rho=-2\sum(f_i-f_a)\langle a|\delta v\cos\theta|i\rangle\phi_i^*\phi_a/\omega\). For a spherical system the sum over \(m\) of \(\langle l'm|\cos\theta|lm\rangle Y^*_{lm}Y_{l'm}\) must be \(c\cos\theta\). Multiplying by \(\cos\theta\) and integrating gives \(l_>/3=4\pi c/3\), so \(c=l_>/4\pi\). With \(g_k=u_iu_a\),
\[ \delta\rho=\cos\theta\sum_k x_k\frac{3g_k}{4\pi r^2},\qquad x_k=-\frac{2w_k}{\omega_k}\int g_k\,\delta v\,dr . \]
A density \(\rho_1(r)\cos\theta\) has the Hartree potential \(\cos\theta\,\frac{4\pi}{3}\int (r_</r_>^2)\rho_1r'^2dr'\), in which the factors \(4\pi/3\) and \(r'^2\) cancel against those in \(\delta\rho\). The local exchange-correlation response is \(f_{xc}\,\delta\rho\), resolved by spin. So \(\int g_k\delta v\,dr=Fd_k+\sum_lK_{kl}x_l\), with
\[ K_{kl}=\iint g_k(r)\frac{r_<}{r_>^2}g_l(r')\,dr\,dr'+\int g_kg_l\,f_{xc}\frac{3}{4\pi r^2}\,dr . \]
Then \((D+K)x=-Fd\) with \(D={\rm diag}(\omega_k/2w_k)\). The induced dipole is \(-\int z\,\delta\rho\,d^3r=-\sum_kx_kd_k\), so \(\alpha=d^{T}(D+K)^{-1}d\), and \(K=0\) returns \(\alpha_0\). The Hartree part of \(K\) is positive and lowers \(\alpha\). The exchange-correlation part need not be, so \(\alpha<\alpha_0\) is not guaranteed, and \(\alpha_{\rm osc}\) is no bound on \(\alpha\).

*Where the binding energy enters.* Without Pauli and core terms \(\omega_{\rm osc}/I=3/(2I\langle r^2\rangle)\). For an alkali the product can be computed. Model the \(s\) electron by the decaying solution of \(u''=qu\), \(q=1/\nu^2-2/r\), with \(I=1/(2\nu^2)\), continued to the origin. For noninteger \(\nu\), \(u(0)\neq0\) and \(u'\) diverges only as \(\ln r\). Differentiating and using \(u''=qu\), the terms in \(u'^2\) and \(uu'\) cancel and leave
\[ \frac{d}{dr}\Big[\varphi u'^2-\varphi' uu'+\big(\tfrac12\varphi''-\varphi q\big)u^2\Big]=\big(\tfrac12\varphi'''-2\varphi' q-\varphi q'\big)u^2 , \]
with \(q'=2/r^2\). For \(\varphi=r^2\) the factor on the right is \(-4r/\nu^2+8-2\), and the bracket is \(u(0)^2\) at the origin and zero at infinity. For normalized \(u\), \(6-4\langle r\rangle/\nu^2=-u(0)^2\), or \(\langle r\rangle=\nu^2[6+u(0)^2]/4\). For \(\varphi=r^3\) the factor is \(3-6r^2/\nu^2+12r-2r\) and the bracket vanishes at both ends, so \(\langle r^2\rangle=\nu^2(3+10\langle r\rangle)/6\). Substituting,
\[ \langle r^2\rangle=\tfrac12\nu^2(5\nu^2+1)+\tfrac{5}{12}\nu^4u(0)^2 . \]
Without the last term, \(\omega_{\rm osc}/I=3\nu^2/\langle r^2\rangle=6/(5\nu^2+1)\). This equals 1 for hydrogen and is below 1 for \(\nu>1\). At large \(\nu\), \(\alpha_{\rm osc}\to\tfrac49(\tfrac52\nu^4)^2=\tfrac{25}{144}I^{-4}\). In this model weak binding acts through the radius, and \(\alpha_{\rm osc}\) approaches the fourth inverse power of \(I\) as the binding weakens. This is a property of the pure Coulomb tail. The LSDA values below give an exponent of about \(-3.1\) from Li to K, and Na has a lower \(I\) than Li but a slightly smaller \(\alpha\).

*Numbers.* The values below come from the spherically averaged local spin-density approximation (LSDA: Slater exchange, PW92 correlation) with Hund filling. The radial equations are solved in B-splines in a box of \(50\,a_0\), sums run over the full discrete spectrum of that basis, and \(I\) is the energy difference of cation and atom. \(Z_{\rm in}=Z-N_{\rm core}(r)-(1-1/N_v)N_{\rm val}(r)\), with \(N(r)\) the electrons enclosed at \(r=\langle r^2\rangle^{1/2}\), is the charge that by Gauss's law attracts a valence electron there. The column \(sp\) is the share of the \(ns\to np\) line in \(\alpha_0\). Units are hartree, \(a_0^2\), \(e\) and \(a_0^3\).

| | \(I\) | \(\langle r^2\rangle\) | \(Z_{\rm in}\) | \(sp\) | \(\alpha_{\rm osc}\) | \(\alpha\) |
|-|-|-|-|-|-|-|
| Li | 0.201 | 17.35 | 1.00 | 0.99 | 134 | 144 |
| Be | 0.332 | 8.26 | 1.35 | 0.98 | 60.6 | 43.8 |
| B | 0.315 | 5.28 | 1.66 | 0.64 | 25.2 | 24.0 |
| C | 0.432 | 3.51 | 1.98 | 0.47 | 12.2 | 13.4 |
| N | 0.551 | 2.49 | 2.29 | 0.34 | 6.84 | 8.19 |
| O | 0.511 | 1.94 | 2.57 | 0.17 | 4.62 | 6.00 |
| F | 0.664 | 1.52 | 2.87 | 0.07 | 3.13 | 4.21 |
| Ne | 0.815 | 1.22 | 3.17 | 0 | 2.21 | 3.05 |
| Na | 0.197 | 18.76 | 1.00 | 0.98 | 147 | 141 |
| Mg | 0.284 | 11.56 | 1.36 | 0.99 | 111 | 71.4 |
| Al | 0.220 | 9.64 | 1.68 | 0.47 | 81.3 | 65.7 |
| Si | 0.304 | 7.25 | 2.03 | 0.32 | 51.4 | 41.9 |
| P | 0.387 | 5.59 | 2.38 | 0.22 | 33.9 | 27.9 |
| S | 0.388 | 4.55 | 2.71 | 0.13 | 24.9 | 21.2 |
| Cl | 0.487 | 3.73 | 3.04 | 0.06 | 18.2 | 15.8 |
| Ar | 0.586 | 3.10 | 3.39 | 0 | 13.6 | 12.0 |
| K | 0.166 | 26.98 | 1.00 | 0.97 | 281 | 260 |

LSDA gives \(144\,a_0^3\) (21.3 Å\(^3\)) for Li and \(3.05\,a_0^3\) (0.452 Å\(^3\)) for Ne, a ratio of 47. Hartree–Fock, from the induced dipole in a small finite field with even-tempered Gaussian bases, gives 170 and 2.38, a ratio of 71.5. The rough sizes in the question lie between the two levels for both atoms. Core transitions contribute at most 3 % of \(\alpha_0\).

Along each row \(Z_{\rm in}\) rises by about a third of a unit per added proton, and \(\langle r^2\rangle\) and \(\alpha\) fall at every step, even where \(I\) drops (Be to B, N to O, Mg to Al). Pure Coulomb scaling, \(\langle r^2\rangle\propto Z^{-2}\), would give \(3.17^2=10\) from Li to Ne against the computed \(17.35/1.223=14\), so \(Z_{\rm in}\) is only a guide to the size of the contraction. Meanwhile the filling \(p\) shell blocks the intrashell line. At Na and K, \(Z_{\rm in}\) returns to 1.00 and that line again carries almost all of \(\alpha_0\). The peak belongs to the single outer electron: the cations Li\(^+\), Na\(^+\) and K\(^+\) have 0.215, 1.08 and 5.74, and Na\(^+\) lies below isoelectronic Ne.

For the alkalis the tail formula needs only \(I\). Lithium has \(\nu=1.577\) and \(\langle r^2\rangle=16.70\), with \(0.06\) more from the \(u(0)^2\) term found by inward integration, against 17.35 in LSDA. The predicted \(\omega_{\rm osc}/I\) is 0.447, 0.439 and 0.375 for Li, Na and K, against 0.430, 0.429 and 0.380. The resulting \(\tfrac49\langle r^2\rangle^2\) is 124, 134 and 257, low by 14 %, 5 % and 1 % relative to the LSDA \(\alpha\). The close agreement for Na and K rests on cancellation. For K the tail \(\langle r^2\rangle=24.06\) is 11 % below the LSDA 26.98. With the LSDA radius the core-free formula gives \(\omega_{\rm osc}/I=3/(2\times4.49)=0.334\), which the core terms (\(S_V(0)=1.124\), \(\Pi=0.205\)) raise to 0.380, and \(\tfrac49\langle r^2\rangle^2=323.5\), 24 % above the LSDA \(\alpha\). For Na the tail value 17.34 is 8 % below the LSDA 18.76, and the LSDA radius gives 156.4, 11 % above the LSDA \(\alpha\).

To split the Li/Ne ratio, define \(\omega_{\rm eff}=S_V(-1)/\alpha\), so that \(\alpha=S_V(-1)\cdot(1/I)\cdot(I/\omega_{\rm eff})\) identically. The size factor is \(11.565/4.287=2.70\), modest because neon's eight electrons offset much of its small radius. The binding factor is \(0.8152/0.2011=4.05\). The third is \(1.723/0.400=4.31\), since \(\omega_{\rm eff}/I\) is 0.400 for Li and 1.723 for Ne. These values include screening; with \(\alpha_0\) in place of \(\alpha\) they are 0.35 and 1.51. The product is 47.1. Lithium responds through a line far below its ionization energy and neon on average well above it, and this shift weighs as much as \(I\) itself. It parallels the fall of \(I\langle r^2\rangle\) from 3.49 to 1.00, which is not monotonic along the row (O 0.99, F 1.01).

The models can now be compared by \(\alpha/\alpha_{\rm model}\) over the 17 atoms. For \(N_v/I^2\) it runs from 0.25 to 7.2, the Li/Ne ratio is only 2.1, and the largest model polarizability, 61.75, falls on Al rather than on an alkali. The Unsöld form \(S_V(-1)/I\), which uses radius and binding energy, runs from 0.57 to 2.5 with Li/Ne 10.9: it is too low for alkalis and too high for noble gases. The Kirkwood form runs from 0.35 to 1.07 with Li/Ne 25, and it rises from Mg (119) to Al (124) where \(\alpha\) falls. For \(\alpha_{\rm osc}\) the range is 0.64 to 1.38, with Li/Ne \(2.70^2\times8.318/1.000\approx60.5\), which overshoots the LSDA ratio by 28 %. This agreement rests partly on cancellation between spectral width, \(\alpha_0/\alpha_{\rm osc}>1\), and screening, \(\alpha/\alpha_0<1\). For Ne they are \(3.48/2.21=1.57\) and \(3.05/3.48=0.88\). For Mg they are \(122.2/111.4=1.10\) and \(71.4/122.2=0.58\).

*Phosphorus.* The \(^4S\) state has a half-filled \(3p\) shell, so the spherical treatment involves no averaging. The values of \(\langle r^2\rangle\) are 4.167 (\(3s\uparrow\)), 4.331 (\(3s\downarrow\)) and 6.486 (\(3p\uparrow\), three electrons), so
\[ \tfrac23N_v\langle r^2\rangle=\tfrac23(4.167+4.331+3\times6.486)=18.637 . \]
Within the valence shell only spin up is blocked, while core partners block both spins. With \(|d_{sp}|=2.0048\), the valence pair gives \(2\times2\times\tfrac13\times4.019=5.359\), and core pairs raise \(\Pi\) to 5.396. Thus \(S_V(-1)=13.24\). The core term adds 0.179 to \(N_v\), so \(S_V(0)=5.179\), \(\omega_{\rm osc}=5.179/13.24=0.391\) hartree and \(\alpha_{\rm osc}=13.24^2/5.179=33.9\). With \(\omega_1=0.2164\) the upper bound is \(13.24/0.2164=61.2\), and the sum over states, \(\alpha_{0,V}=41.8\), lies between the bounds. Including the core, \(\alpha_0=41.97\), and the screening factor 0.665 gives \(\alpha=27.9\,a_0^3\) (4.14 Å\(^3\)). The oscillator is 21 % above this value, and the Kirkwood form, \(\tfrac49\times5\times5.591^2=69.5\), is 2.5 times too large. Here \(I=0.387\) nearly equals \(\omega_{\rm osc}\), so the Unsöld value 34.2 is about as good. Phosphorus sits where \(\omega_{\rm osc}/I\) crosses 1 on its way from 0.43 at Na to \(0.782/0.586=1.33\) at Ar.

The factor-of-two accuracy is a numerical finding for these main-group atoms at the LSDA level, whose potential lacks the \(-1/r\) tail. For open \(p\) shells other than \(p^3\) the spherical average discards the anisotropy and also shifts the mean. With one whole \(p\) electron in a Gaussian basis, LSDA Al has 93.5 along the occupied orbital and 53.9 across it. The mean of 67.1 lies 2 % above the spherical value, while for B the mean moves only from 24.0 to 24.1. The smallest step, Mg 71.4 to Al 65.7, is smaller in relative terms than the gap between LSDA and Hartree–Fock for Li and Ne, so its size is not settled by this calculation.
